\section*{Diffusive Capture by an Absorbing Disc on a Reflecting Interface}

\section{Problem}

A flat metal nanodot of radius $a$ lies flush in the surface of an oxide. An amorphous-silicon film covers both. Free electrons diffuse through the film, are reflected by the oxide, and are captured whenever they reach the dot. The film is idealized as the half-space $z>0$, with the dot occupying $\rho<a$ in the plane $z=0$, where $\rho$ is the distance from the axis. The diffusivity $D$ is uniform, the dot is neutral, no field acts, and electrons are neither generated nor lost in the film. Far from the dot their density is held at $n_0$.

Shallow traps in the film may exchange electrons with the band. In the steady state their occupation is constant, so release balances capture at each point and the traps drop out of the balance for free electrons. Here $n$, $n_0$ and $D$ all refer to free electrons.

\begin{enumerate}
\item[(a)] Find the steady density $n$ everywhere.
\item[(b)] Find the capture rate $\Gamma$ (electrons per unit time) and the capture coefficient $c=\Gamma/n_0$.
\item[(c)] Outside what radius does half of the current enter the dot?
\item[(d)] Evaluate $c$ and the mean waiting time for the first capture with these rough values: $a=20$ nm, mobility $\mu=10$ cm$^2$/Vs, $T=300$ K, $n_0=10^{14}$ cm$^{-3}$. How much does the finite thermal speed of the electrons change $c$?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item The boundary condition changes type at $\rho=a$. Look for coordinates in which the disc is one coordinate surface and the rest of the plane is another. Try
\begin{equation}
\rho=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta,\qquad \xi\ge0,\quad 0\le\eta\le1 .
\label{eq:coord}
\end{equation}
\item Can a function of $\xi$ alone satisfy all the boundary conditions?
\item For the current you need the derivative with respect to length, not with respect to $\xi$. The two differ by a scale factor that varies over the disc.
\item For the last part of (d), compare the one-way fluxes of electrons towards and away from a surface that returns none.
\end{enumerate}

\section{Solution}

\subsection{The boundary-value problem}

With no drift, the particle flux is $-D\nabla n$. Its divergence vanishes in the steady state, so
\begin{equation}
\nabla^2n=0,\qquad n=0\ \text{on the disc},\qquad
\frac{\partial n}{\partial z}=0\ \text{for } z=0,\ \rho>a,\qquad n\to n_0\ \text{far away}.
\end{equation}
Near the edge, $n$ is required to be continuous, and $|\nabla n|$ to grow no faster than $\delta^{-1/2}$, where $\delta$ is the distance from the edge.

These conditions leave one solution. Let $w$ be the difference of two solutions. Since $\nabla\cdot(w\nabla w)=|\nabla w|^2$, the volume integral of $|\nabla w|^2$ equals a surface integral of $w\,\partial w/\partial\nu$, where $\nu$ is the outward normal. On the disc $w=0$, and on the reflecting plane $\partial w/\partial\nu=0$. Reflection in the plane continues $w$ to a harmonic function outside a ball, vanishing at infinity. It therefore falls at least as $1/r$ and its gradient as $1/r^2$, so a large hemisphere of area $2\pi r^2$ contributes nothing in the limit. A thin tube around the edge has area proportional to $\delta$, and its contribution vanishes at least as fast as $\delta^{1/2}$. Hence $\nabla w=0$, and $w=0$ everywhere.

\subsection{(a) The density}

In \eqref{eq:coord}, $\xi=0$ gives $z=0$ and $\rho=a\sqrt{1-\eta^2}\le a$, which is the disc. Setting $\eta=0$ gives $z=0$ and $\rho=a\sqrt{1+\xi^2}\ge a$, which is the reflecting plane. The derivatives are
\begin{align}
\frac{\partial\rho}{\partial\xi}&=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}}, &
\frac{\partial z}{\partial\xi}&=a\eta,\\
\frac{\partial\rho}{\partial\eta}&=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}}, &
\frac{\partial z}{\partial\eta}&=a\xi .
\end{align}
The coordinates are orthogonal, because the products of derivatives, $-a^2\xi\eta$ from $\rho$ and $+a^2\xi\eta$ from $z$, cancel. The squared scale factors are
\begin{align}
h_\xi^2&=a^2\left[\frac{\xi^2(1-\eta^2)}{1+\xi^2}+\eta^2\right]
=a^2\frac{\xi^2+\eta^2}{1+\xi^2},\\
h_\eta^2&=a^2\left[\frac{\eta^2(1+\xi^2)}{1-\eta^2}+\xi^2\right]
=a^2\frac{\xi^2+\eta^2}{1-\eta^2},
\end{align}
and $h_\phi=\rho$ for the azimuth. For a function of $\xi$ alone,
\begin{equation}
\nabla^2n=\frac{1}{h_\xi h_\eta h_\phi}\frac{\partial}{\partial\xi}
\left(\frac{h_\eta h_\phi}{h_\xi}\frac{dn}{d\xi}\right),\qquad
\frac{h_\eta h_\phi}{h_\xi}=\sqrt{\frac{1+\xi^2}{1-\eta^2}}\;a\sqrt{(1+\xi^2)(1-\eta^2)}=a(1+\xi^2).
\end{equation}
The variable $\eta$ has dropped out of the bracket, so a solution of this type exists:
\begin{equation}
(1+\xi^2)\frac{dn}{d\xi}=A\quad\Longrightarrow\quad n=A\arctan\xi+B .
\end{equation}
The condition $n=0$ at $\xi=0$ gives $B=0$. As $\xi\to\infty$, $\arctan\xi\to\pi/2$, so $A=2n_0/\pi$ and
\begin{equation}
n=\frac{2n_0}{\pi}\arctan\xi .
\label{eq:n}
\end{equation}
On the reflecting plane the normal points along $\eta$, on which $n$ does not depend, so the normal derivative vanishes as required.

\subsection{(b) The capture coefficient}

On the disc, $\xi=0$ and $\eta=\sqrt{1-\rho^2/a^2}$, so $h_\xi=a\eta=\sqrt{a^2-\rho^2}$. The flux density into the dot is
\begin{equation}
j(\rho)=\frac{D}{h_\xi}\frac{dn}{d\xi}\bigg|_{\xi=0}
=\frac{2Dn_0}{\pi\sqrt{a^2-\rho^2}} .
\label{eq:j}
\end{equation}
It grows as $\delta^{-1/2}$ at the edge, as the edge condition allows. Integration over rings gives
\begin{equation}
\Gamma=\int_0^a2\pi\rho\,j\,d\rho
=4Dn_0\int_0^a\frac{\rho\,d\rho}{\sqrt{a^2-\rho^2}}
=4Dn_0\Big[-\sqrt{a^2-\rho^2}\Big]_0^a=4Dan_0 ,
\end{equation}
and therefore
\begin{equation}
c=4Da .
\label{eq:c}
\end{equation}

The coefficient grows with the radius, not with the area: the area grows as $a^2$, but the typical gradient falls as $n_0/a$. The far field carries the same current. From \eqref{eq:coord}, $r^2=\rho^2+z^2=a^2(\xi^2+1-\eta^2)$, so $\xi\simeq r/a$ at large $r$. With $\arctan\xi\simeq\pi/2-1/\xi$,
\begin{equation}
n\simeq n_0\left(1-\frac{2a}{\pi r}\right),\qquad
2\pi r^2D\frac{\partial n}{\partial r}=2\pi r^2D\,\frac{2an_0}{\pi r^2}=4Dan_0 .
\end{equation}
An absorbing hemisphere of radius $b$ has $n=n_0(1-b/r)$ and coefficient $2\pi Db$. From far away the disc thus acts like a hemisphere of radius $2a/\pi$.

\subsection{(c) Where the current enters}

The same integral taken from $0$ to $\rho$ gives the fraction $1-\sqrt{1-\rho^2/a^2}$ of the current. It equals one half when $\rho=\sqrt3\,a/2$, which is 17.3 nm for the dot of part (d). The outer quarter of the area collects half of the electrons.

\subsection{(d) Numbers}

The thermal voltage $k_BT/q$ is 25.85 mV, with $q$ the elementary charge. The electrons are far from degenerate: $n_0/N_c=4\times10^{-6}$, where $N_c=2(2\pi m k_BT/h^2)^{3/2}=2.5\times10^{19}$ cm$^{-3}$ for the free-electron mass $m$, used here as a rough value. The Einstein relation then gives
\begin{align}
D&=\mu k_BT/q=10\times0.02585=0.2585\ \text{cm}^2/\text{s},\\
c&=4\times0.2585\times(2.0\times10^{-6})=2.07\times10^{-6}\ \text{cm}^3/\text{s}
=2.07\times10^{-12}\ \text{m}^3/\text{s},\\
\Gamma&=2.07\times10^{-6}\times10^{14}=2.07\times10^{8}\ \text{s}^{-1}.
\end{align}
At the steady rate the mean waiting time is $1/\Gamma=4.8$ ns. The mean electron spacing, $n_0^{-1/3}=215$ nm, exceeds the dot radius, so $n$ is to be read as an average over many repetitions. Free diffusion over one radius takes about $a^2/D=15$ ps, but the steady rate is approached slowly. If capture starts from a uniform density, the rate for $t\gg a^2/D$ is about $4Dan_0\,[1+b/\sqrt{\pi Dt}\,]$ with $b=2a/\pi$, as for the equivalent hemisphere. The excess is 2\% at 4.8 ns and falls to 1\% only at 20 ns. Its time integral shortens the mean wait for a first capture from an undepleted film by about 4\%, to 4.7 ns. Exchange with traps can delay the steady state, and if some release times exceed the time of observation, the steady formula may fail.

\emph{Finite thermal speed.} Let $v=\sqrt{8k_BT/(\pi m)}=1.08\times10^7$ cm/s be the mean speed. In a nearly isotropic gas with net flux $j$ into the surface, the one-way fluxes towards and away from it are $nv/4+j/2$ and $nv/4-j/2$. A perfect absorber returns nothing, so $j=nv/2$, and the density at the dot is $2j/v$ instead of zero. A point sink of strength $\Gamma$ on a reflecting plane lowers the density by $\Gamma/(2\pi Dr)$, so the flux over the disc obeys
\begin{equation}
\int_{\rm disc}\frac{j(\mathbf r')}{2\pi D|\mathbf r-\mathbf r'|}\,d^2r'+\frac{2j(\mathbf r)}{v}=n_0 .
\end{equation}
This was solved numerically by dividing the disc into 420 rings of uniform flux and imposing the equation at one radius in each. The result is $c=0.954\times4Da$, a reduction of about 5\%. The correction is small because the mean free path $3D/v=0.72$ nm is much shorter than $a$. The estimate is rough for two reasons. Close to a perfect absorber the gas is not nearly isotropic, since no electrons come back from the surface. Moreover, the thermal wavelength $h/\sqrt{2\pi mk_BT}=(2/N_c)^{1/3}=4.3$ nm exceeds the mean free path, so the picture of classical particles flying freely between collisions is not justified, and the 5\% is no more than an indication.

\emph{Comparison with devices.} The model assumes that the metal touches the film. If a thin tunnel oxide separates the two instead, capture has a small surface velocity $s$, defined by $j=sn$. If $s\ll D/a$, the density at the surface stays near $n_0$ and $c\simeq\pi a^2s$, which can lie far below $4Da$. Fields matter too. The voltage drop over one radius is 0.08 of the thermal voltage at 1 kV/cm and equals it at 13 kV/cm. Programming fields, of order MV/cm in the oxide, lie outside the field-free model. Even without an applied field, the region depleted of electrons carries a positive space charge. With relative permittivity 11.7 the Debye length of the free electrons is $L_D=409$ nm. For a neutral absorbing sphere of radius $b=2a/\pi$ in a uniform medium, the mean-field steady state raises $c$ by about $b/L_D$, or 3\%. Trapped charge that responds in time would shorten the screening length and enlarge this effect.

\section{Variation 1: a dot that already holds electrons}

\textbf{Question.} How does $c$ change when the dot holds $N$ electrons?

\textbf{Solution.} Treat the stored charge as a mean field, ignore screening, and let the oxide fill $z<0$. The metal is an equipotential, so the potential energy of an electron is $U=U_0u$, with
\begin{equation}
u=1-\frac2\pi\arctan\xi ,
\end{equation}
continued evenly into the oxide. This $u$ is harmonic, equals 1 on the dot and vanishes far away. Its normal derivative is zero on the rest of the interface, so the dielectric boundary conditions hold there. By the integral of part (b), the normal gradient of $u$ integrated over one face of the disc has magnitude $4a$. Gauss's law for both faces, with absolute permittivities $\varepsilon_s$ (film) and $\varepsilon_{ox}$ (oxide), gives
\begin{equation}
(\varepsilon_s+\varepsilon_{ox})\,4a\,\frac{U_0}{q}=Nq
\quad\Longrightarrow\quad U_0=\frac{Nq^2}{4a(\varepsilon_s+\varepsilon_{ox})} .
\end{equation}

Set $\beta=U_0/k_BT$ and try $n=g(u)$. The flux, reversed in sign, is
\begin{equation}
D\left(\nabla n+\frac{n\nabla U}{k_BT}\right)=D\,(g'+\beta g)\,\nabla u .
\end{equation}
Since $\nabla^2u=0$, its divergence is $D(g'+\beta g)'|\nabla u|^2$, so $g'+\beta g=K$ is constant and $g=K/\beta+(n_0-K/\beta)e^{-\beta u}$, which satisfies $g(0)=n_0$. The condition $g(1)=0$, multiplied by $e^{\beta}$, reads $(K/\beta)(e^\beta-1)+n_0=0$, so $K=-n_0\beta/(e^\beta-1)$. The neutral dot has $K=-n_0$. The current is proportional to $K$, hence
\begin{equation}
c_N=4Da\,\frac{\beta}{e^\beta-1} .
\end{equation}

For relative permittivities 11.7 and 3.9 and a dot of negligible thickness, $U_0=14.5$ meV and $\beta=0.561$ per stored electron. A dot that extends down into the oxide has a larger capacitance, and so a smaller $U_0$. The factor is $0.561/(e^{0.561}-1)=0.75$ for one electron, 0.54 for two and 0.18 for five. Within this model $4Da$ therefore describes only the first capture, by a neutral dot. Image forces on the arriving electron are omitted, for the neutral dot as well as the charged one. The metal attracts the electron, with an energy that for a plane surface reaches $k_BT$ at a distance of 1.2 nm, while the oxide, having the lower permittivity, repels it. The omission is not small. For an isolated neutral metal sphere of radius $b=2a/\pi$ in the film material, the image energy is $U=-q^2b^3/[8\pi\varepsilon_sr^2(r^2-b^2)]$, and $c$ is multiplied by $[\,b\int_b^\infty e^{U/k_BT}r^{-2}dr\,]^{-1}=1.15$. The oxide offsets part of this, and a classical image energy at distances below the thermal wavelength is only an indication. Still, the effect may exceed the 5\% of part (d), with the opposite sign.

\section{Variation 2: a film of finite thickness}

\textbf{Question.} Electrons are supplied at a plane $z=L\gg a$, where $n=n_0$. Find the leading correction to $c$ for a neutral dot.

\textbf{Solution.} For a point sink of strength $\Gamma$ at the origin, the density deficit $n_0-n$ is
\begin{equation}
\frac{\Gamma}{2\pi D}\int_0^\infty J_0(k\rho)\,\frac{\sinh k(L-z)}{\cosh kL}\,dk ,
\end{equation}
with $J_0$ the Bessel function. Each mode is harmonic and vanishes at $z=L$. At $z=0$ the flux into the plane is $(\Gamma/2\pi)\int_0^\infty kJ_0(k\rho)\,dk$, which is $\Gamma$ times the two-dimensional delta function.

On the plane $z=0$ the ratio of hyperbolic functions is $\tanh kL=1-2/(e^{2kL}+1)$. The 1 gives the half-space deficit $\Gamma/(2\pi D\rho)$. In the remainder, $J_0\simeq1$ for $\rho\ll L$, and with $x=2kL$
\begin{equation}
\int_0^\infty\frac{2\,dk}{e^{2kL}+1}=\frac1L\int_0^\infty\frac{dx}{e^x+1}=\frac{\ln2}{L} .
\end{equation}
The supply plane therefore reduces the deficit all over the disc by the uniform amount $\Gamma\ln2/(2\pi DL)$. The total deficit there must still be $n_0$, so the half-space part must be larger by this amount:
\begin{equation}
\Gamma=4Da\left(n_0+\frac{\Gamma\ln2}{2\pi DL}\right)
\quad\Longrightarrow\quad
c\simeq\frac{4Da}{1-2a\ln2/(\pi L)} .
\end{equation}
For $a=20$ nm and $L=1000$ nm the factor is 1.009. The nearby supply raises the steady capture coefficient by 0.9\%, and the half-space result returns as $L\to\infty$. This steady state needs a time of order $L^2/D=39$ ns, longer than the waiting time of part (d), so with these numbers the supply plane is not yet felt when the first electron is typically captured. The 0.9\% is also smaller than the space-charge correction of part (d), since $L$ exceeds the Debye length.

Numbers in the example were calculated in double precision.
